# Saturation Transconductance of an Ideal Organic Electrochemical Transistor, part 2

How does the transconductance $g_m$ of an organic electrochemical transistor depend on the thickness, hole mobility and volumetric capacitance of its polymer film? The device is p-type, works in accumulation and is in the steady state. The coordinate $x$ runs from the source at $x = 0$ to the drain at $x = L$. Voltages are measured from the source, with the gate at $V_G$, the drain at $V_D < 0$ and the threshold at $V_T$. Currents $I$ are magnitudes, and $q$ is the elementary charge.

The film has width $W$, length $L$, thickness $d$, hole mobility $\mu$ and conductivity $\sigma(u)$, where $u(x)$ is the local overdrive and $U$ its value at the source. The current equation and its integral are

$$ I = W d \, \sigma(u) \left( - \frac{du}{dx} \right) , $$

$$ I = \frac{W d}{L} \int_{ U - |V_D| }^{ U } \sigma(u) \, du . $$

For constant $\mu$ and $C^*$, the transconductance up to $|V_D| = U$ is $( W d / L ) \mu C^* |V_D|$.

The chemical capacitances per volume of holes and ions, $c_h$ and $c_i$, give the volumetric capacitance

$$ C^* = \frac{ c_h c_i }{ c_h + c_i } . $$

The film potential measured from the electrolyte is $\varphi$, and the net ionic charge density is $\rho_i = - c_i \varphi$. In the neutral interior $\varphi$ equals

$$ \varphi_b = \frac{ c_h u }{ c_h + c_i } , $$

and drift carries the fraction $c_h / ( c_h + c_i )$ of the current. The number density of each ion in the film at $\varphi = 0$ is $n_0$.

The example has $c_h = 150$ F/cm³, $c_i = 300$ F/cm³, a relative permittivity of 5 and $d = 100$ nm. Hence $C^* = 100$ F/cm³, and the drift fraction is one third. With ions kept out, only a surface layer is charged. Its capacitance is 8.2 µF/cm² (8.15 before rounding), independent of thickness for these films and good only as an order of magnitude.

### Symbols and results carried over

The film has width $W$, length $L$ and thickness $d$, hole mobility $\mu$ and volumetric capacitance $C^*$. The source overdrive is $U = V_T - V_G$, and the local overdrive $u(x)$ falls from $U$ at the source to $U - |V_D|$ at the drain. When ions enter the film and $d$ is much larger than the screening length, the hole charge density is $\rho = C^* u$ for $u > 0$ and zero for $u < 0$. The current is

$$ I = \frac{W d}{L} \int_{ U - |V_D| }^{ U } \sigma(u) \, du , $$

where $\sigma = \mu C^* u$ if $\mu$ and $C^*$ are constant. The transconductance is $g_m = \partial I / \partial U$ at fixed $V_D$.

### Saturation

When $|V_D|$ exceeds $U$, the lower limit of the integral is negative. The conductivity vanishes there, so the integral effectively starts at zero:

$$ I_{sat} = \frac{W d}{L} \, \mu C^* \int_0^U u \, du = \frac{W d}{2 L} \, \mu C^* U^2 . $$

The drain voltage has dropped out. Differentiation with respect to $U$ gives

$$ g_m = \frac{W d}{L} \, \mu C^* U . $$

At $|V_D| = U$ this equals the value $( W d / L ) \mu C^* |V_D|$ found below saturation, so $g_m$ is continuous.

It may seem strange that a region without holes can carry current. Give it a small residual conductivity $\sigma_0$. The current equation, written as $dx = - ( W d / I ) \, \sigma \, du$, says how much length each interval of $u$ occupies. The depleted interval has the width $|V_D| - U$ in voltage and occupies the length

$$ \ell = \frac{ W d }{ I } \, \sigma_0 \, ( |V_D| - U ) . $$

As $\sigma_0$ tends to zero, $\ell$ tends to zero while the current tends to $I_{sat}$. The excess voltage drops over a vanishing length at the drain. In a real film this length is finite. The rounded threshold law introduced below gives about 120 nm for the worked example, but half of the excess voltage then drops over the last 3 nm, which the one-dimensional continuum description does not resolve.

### What the thickness law does and does not require

The current integral gives a more general result. Let $\sigma(u)$ be any conductivity law. A change of gate voltage shifts both limits equally, so

$$ g_m = \frac{W d}{L} \left[ \sigma(U) - \sigma( U - |V_D| ) \right] . $$

In saturation the second term vanishes. The transconductance is then the conductance of a uniform film of the same dimensions that has the conductivity found at the source. If $\sigma(u)$ is a property of the material, $g_m$ is proportional to $d$ whatever its form.

Proportionality to $C^*$ asks for more. Let the mobility grow with charge density as $\mu = \mu_r ( \rho / \rho_r )^m$, where $\mu_r$ and $\rho_r$ are fixed reference values. With $\rho = C^* U$ at the source,

$$ g_m = \frac{W d}{L} \, \mu_r \, \frac{ ( C^* U )^{1+m} }{ \rho_r^m } . $$

For $m = 0$ the linear law returns. For $m = 0.5$, doubling $C^*$ at fixed overdrive multiplies $g_m$ by $2^{1.5} = 2.83$, while doubling $d$ still multiplies it by 2.

The comparison also depends on what is held fixed. Write $K = W d \mu C^* / L$, so that $I_{sat} = K U^2 / 2$ and $g_m = K U$. Eliminating $U = \sqrt{ 2 I_{sat} / K }$ gives

$$ g_m = \sqrt{ 2 K I_{sat} } . $$

At fixed current, $g_m$ grows as the square root of $d \mu C^*$, because a thicker film needs less overdrive to carry the same current. The linear law holds at fixed overdrive and fixed $W / L$.

### How the charge is distributed along the channel

In saturation the film is charged through its thickness, but not evenly along its length. Integrating the current equation from $x$ to the drain gives

$$ I_{sat} ( L - x ) = \frac{ W d }{2} \, \mu C^* u^2 . $$

Dividing by the same equation at $x = 0$, where $u = U$, gives

$$ u = U \sqrt{ 1 - \frac{x}{L} } . $$

The slope of $u$ diverges at the drain, which is where the one-dimensional description fails. The mean of $u / U$ is

$$ \int_0^1 \sqrt{ 1 - s } \, ds = \frac{2}{3} . $$

With the channel capacitance $C_{ch} = C^* W L d$, the stored hole charge is $Q = \frac{2}{3} C_{ch} U$. The statement that the gate charges the entire channel volume is thus true through the thickness, while along the length the charge density falls to zero at the drain.

### Worked example

The device has $W = 100$ µm, $L = 10$ µm, $d = 100$ nm, $\mu = 1$ cm²/Vs and $C^* = 100$ F/cm³. The overdrive is $U = 0.30$ V, and $|V_D| = 0.50$ V puts the device in saturation.

The charge density at the source is $100 \times 0.30 = 30$ C/cm³, or $1.9 \times 10^{20}$ holes per cm³. The conductivity there is 30 S/cm. With $W / L = 10$ and $d = 10^{-5}$ cm,

$$ K = 10 \times 10^{-5} \times 1 \times 100 = 0.010 \ \mathrm{A/V^2} . $$

The current is $I_{sat} = 0.010 \times 0.30^2 / 2 = 0.45$ mA, and the transconductance is

$$ g_m = 0.010 \times 0.30 = 3.0 \ \mathrm{mS} . $$

At the same overdrive, films of 50, 100 and 200 nm give 1.5, 3.0 and 6.0 mS. If ions are kept out, $C^* d$ is replaced by the surface capacitance of 8.15 µF/cm² from Part 1, and

$$ g_m = 10 \times 1 \times 8.15 \times 10^{-6} \times 0.30 = 0.024 \ \mathrm{mS} $$

for all three thicknesses. At a fixed current of 0.45 mA, the 200 nm film needs an overdrive of 0.21 V instead of 0.30 V, and its transconductance is larger than that of the 100 nm film by a factor of 1.41.

### Resistance at the source

Let a resistance $R$ lie between the source terminal and the channel. The current lowers the overdrive at the channel entrance to $U' = U - I R$. In saturation $I = K U'^2 / 2$, so

$$ U = U' + \frac{ K R }{2} U'^2 . $$

The positive root is $U' = ( s - 1 ) / ( K R )$ with $s = \sqrt{ 1 + 2 K R U }$. Differentiating the relation between $U$ and $U'$ gives $dU' / dU = 1 / ( 1 + K R U' ) = 1 / s$. Therefore

$$ g_m = K U' \frac{ dU' }{ dU } = \frac{1}{R} \left( 1 - \frac{1}{ \sqrt{ 1 + 2 K R U } } \right) . $$

For small $K R U$ the bracket tends to $K R U$, and $g_m = K U$ returns. For large $K R U$ the transconductance approaches $1 / R$, however thick the film.

A rough contact resistance of 0.5 Ω cm, divided by the width of 0.01 cm, gives $R = 50$ Ω. Then $2 K R U = 0.30$, and $g_m$ falls from 3.0 to 2.5 mS. If the thickness is doubled with $R$ held fixed, $g_m$ rises to 4.2 mS, a factor of 1.70 instead of 2.

### A polarizable gate

The charge in the film must be matched at the gate. If the gate is a capacitor $C_G$ that is uncharged at threshold, part of the applied voltage drops across it. Let $U_e$ be the overdrive left for the channel. Then

$$ U = U_e + \frac{Q}{C_G} = U_e ( 1 + a ) , \qquad a = \frac{ 2 C_{ch} }{ 3 C_G } . $$

Since $I = K U_e^2 / 2$ and $dU_e / dU = 1 / ( 1 + a )$,

$$ g_m = \frac{ K U }{ ( 1 + a )^2 } . $$

A very large gate capacitance gives $a \to 0$ and restores the ideal law. When $C_G$ is fixed, both $K$ and $a$ are proportional to $d$, so $g_m$ varies with thickness as $a / ( 1 + a )^2$. The derivative of this function is $( 1 - a ) / ( 1 + a )^3$. The transconductance therefore has a maximum at $a = 1$, and a thicker film then lowers it.

In the example $C_{ch} = 10$ nF. A gate of 100 nF gives $a = 0.067$ and $g_m = 2.6$ mS. Doubling the thickness with the same gate gives 4.7 mS, a factor of 1.77.

### The threshold region

The law $\rho = C^* u$ has a sharp corner at $u = 0$. Thermal excitation rounds it. A simple form that tends to $C^* u$ well above threshold and to an exponential tail well below it is

$$ \rho = C^* v \ln \left( 1 + e^{ u / v } \right) , $$

where $v = 25.7$ mV is the thermal voltage at 298 K. This is a model for sizing the effect; disorder can make the tail wider. For $u > 0$ the logarithm equals $u / v + \ln ( 1 + e^{ - u / v } )$. The part beyond the sharp law is thus the same on both sides of $u = 0$. When $U$ and $|V_D| - U$ are both much larger than $v$, the addition to the integral of $\rho / C^*$ is

$$ 2 v^2 \int_0^\infty \ln ( 1 + e^{-t} ) \, dt = 2 v^2 \left( 1 - \frac{1}{4} + \frac{1}{9} - \dots \right) = \frac{ \pi^2 v^2 }{6} . $$

The series follows from expanding the logarithm and integrating each term. Relative to $U^2 / 2$ the current rises by $\pi^2 v^2 / ( 3 U^2 )$, which is 2.4 % here. The transconductance depends only on the conductivity at the two ends, where the tail is exponentially small, and it changes by less than 0.01 % at $|V_D| = 0.50$ V. Closer to the onset of saturation the change is larger, about 1 % downward at $|V_D| = 0.35$ V. In this model the hole density at the drain end varies over less than a molecular size, so the figure shows only that the correction is small.

### Speed and heating

A thicker film holds more charge, and that charge must pass through the electrolyte. To estimate the electrolyte resistance, replace the channel by a conducting disk of the same area, with radius $r = \sqrt{ W L / \pi } = 18$ µm. An isolated disk in a medium of permittivity $\varepsilon$ has the capacitance $8 \varepsilon r$, a standard result of electrostatics, and one face has half of it. Resistance times capacitance equals resistivity times permittivity for the same field pattern, so a medium of resistivity $\varrho$ on one side gives

$$ R_{el} = \frac{ \varrho }{ 4 r } . $$

With a rough $\varrho = 100$ Ω cm this is 14 kΩ. For a uniformly charged channel the charging time is $R_{el} C_{ch} = 140$ µs, and the corner frequency $1 / ( 2 \pi R_{el} C_{ch} )$ is 1.1 kHz. In saturation the stored charge is $\frac{2}{3} C_{ch} U$, so the time is shorter by the factor $2/3$, about 93 µs, and the corner frequency is 1.7 kHz. The disk stands in for a rectangle whose sides are in the ratio 10 to 1, so these are rough sizes. The rectangle itself has a resistance of about 11 kΩ, which makes both times 20 to 25 % shorter, about 110 µs for the uniformly charged channel. Ion motion inside the film is left out and would add to the time. The hole transit scale $L^2 / ( \mu U )$ is 3.3 µs, much shorter.

In this estimate both $g_m$ and the charging time are proportional to $d$ and to $C^*$. Their ratio does not change with either, so transconductance gained in this way is paid for in speed. A higher mobility raises $g_m$ without lengthening the charging time.

The same disk formula gives the heating. The power is $0.45 \ \mathrm{mA} \times 0.50 \ \mathrm{V} = 0.225$ mW. Heat flows into water and glass in parallel, with rough conductivities of 0.006 and 0.010 W/(cm K). The temperature rise is the power divided by $4 r$ times their sum, about 2 K. This is a size, not a profile: 40 % of the power is released at the drain edge, and for the rectangle the mean rise is about 1.5 K and the peak at the drain about 3 K.

### The model beside real devices

The parameters are rough values for a good polymer channel in an aqueous electrolyte. Mobilities differ widely between polymers, and many are well below the 1 cm²/Vs used here; $g_m$ falls in proportion. The separate values of $c_h$ and $c_i$ are model choices, and with volume charging the result depends on them through $C^*$. In the example $\varphi_b$ is 0.10 V at the source, about four thermal voltages, so a constant $c_i$ is a strong assumption there. For ideal ions $c_i = 2 q n_0 / v$, so 300 F/cm³ corresponds to about 40 mM of each ion, against about 310 mM of holes at the source; the linear law would then expel more cations than the film holds. If the ions instead followed the ideal law $\rho_i = - c_i v \sinh ( \varphi / v )$, with $v$ the thermal voltage, the charge density at the source and $g_m$ would both be about 21 % higher. The proportionality to $d$ would remain, while the drift share of the current at the source would fall from one third to about 9 %. Real devices have contact resistance, which for the value assumed above lowers $g_m$ by 18 % relative to the ideal 3.0 mS. A polarizable gate with ten times the channel capacitance lowers it by 12 %. With a rough density of $2 \times 10^{21}$ sites per cm³, about 9 % of the sites at the source hold a hole. At such filling, constant $\mu$ and $C^*$ are assumptions to be measured for the material in use. Real devices commonly show a maximum of $g_m$ against gate voltage, which the law $g_m = K U$ does not contain, so it should not be extrapolated to large overdrive. A thicker film is a sound way to a larger $g_m$ at fixed overdrive and $W / L$ when ions reach its full depth, $\mu$ and $C^*$ do not change with thickness, $K R U$ and $a$ are both small, and the longer charging time is acceptable.

Numerical values quoted here were computed with a short program.
